# Orbital Partition of the Coupled-Cluster Energy and the Method of Increments: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: the closed-shell coupled-cluster correlation energy is a sum
of occupied-orbital pair terms,
    E_c = sum_ij e_ij,
    e_ij = sum_ab tau_ij^ab [2 (ia|jb) - (ib|ja)],  tau = t2 + t1 t1,
so E_i = sum_j e_ij partitions E_c exactly.  The method of increments instead
combines energies eps_R of separate calculations that correlate only the
occupied orbitals in R (all others frozen, full Fock matrix retained).
Symbols: i,j,k occupied; a,b virtual; F Fock matrix; R,S sets of occupied
orbitals; e_ij^R pair energy from the calculation on R.
System: four H2 molecules in a row, CCSD/6-31G.  Energies in hartree inside
the program; correlation energies are printed in millihartree (mEh).
"""
from itertools import combinations
import numpy as np
from scipy import constants
from pyscf import gto, scf, cc, fci, ao2mo, lib
from pyscf.fci import cistring

lib.num_threads(1)
BOND, GAP, N_UNITS = 1.4, 3.0, 4

# ---------------------------------------------------------------- reference
atoms = []
for unit in range(N_UNITS):
    z0 = unit * (BOND + GAP)
    atoms += [("H", (0.0, 0.0, z0)), ("H", (0.0, 0.0, z0 + BOND))]
mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
nmo = mf.mo_coeff.shape[1]
virtuals = list(range(nocc, nmo))
everything = tuple(range(nocc))
subsets = [s for n in range(1, nocc + 1) for s in combinations(range(nocc), n)]

# Boys localization of sigma orbitals on a line: diagonalize z in occupied space
occ_canonical = mf.mo_coeff[:, :nocc]
z_ao = mol.intor("int1e_r")[2]
centroids, rotation = np.linalg.eigh(occ_canonical.T @ z_ao @ occ_canonical)
coeff_can = mf.mo_coeff.copy()
coeff_loc = np.hstack([occ_canonical @ rotation, mf.mo_coeff[:, nocc:]])


def mo_integrals(coeff):
    fock = coeff.T @ mf.get_fock() @ coeff
    eri = ao2mo.restore(1, ao2mo.kernel(mol, coeff), nmo)
    return fock, eri


def pair_matrix(tau, eri, active):
    """Pair energies e_ij placed in an nocc x nocc matrix (zero outside)."""
    act = list(active)
    ovov = eri[np.ix_(act, virtuals, act, virtuals)]
    weight = 2 * ovov.transpose(0, 2, 1, 3) - ovov.transpose(0, 2, 3, 1)
    result = np.zeros((nocc, nocc))
    result[np.ix_(act, act)] = np.einsum("ijab,ijab->ij", tau, weight)
    return result


def run_ccsd(coeff, eri, active):
    frozen = [k for k in range(nocc) if k not in active]
    solver = cc.CCSD(mf, frozen=frozen or None, mo_coeff=coeff)
    solver.verbose = 0
    solver.incore_complete = True
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-8
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    tau = solver.t2 + np.einsum("ia,jb->ijab", solver.t1, solver.t1)
    return solver.e_corr, pair_matrix(tau, eri, active), tau


def run_mp2(fock, eri, active):
    """MP2 for a subset; the amplitudes are checked in the given orbitals."""
    act = list(active)
    f_act = fock[np.ix_(act, act)]
    e_vir = np.diag(fock)[nocc:]
    vir_sum = e_vir[:, None] + e_vir[None, :]
    k_int = eri[np.ix_(act, virtuals, act, virtuals)].transpose(0, 2, 1, 3)
    w, u = np.linalg.eigh(f_act)
    k_rot = np.einsum("ip,jq,ijab->pqab", u, u, k_int)
    t_rot = k_rot / (w[:, None, None, None] + w[None, :, None, None] - vir_sum)
    t = np.einsum("ip,jq,pqab->ijab", u, u, t_rot)
    residual = (k_int + vir_sum * t - np.einsum("ik,kjab->ijab", f_act, t)
                - np.einsum("jk,ikab->ijab", f_act, t))
    assert np.abs(residual).max() < 1e-9
    return pair_matrix(t, eri, active).sum()


def recursive_increments(energy):
    inc = {}
    for s in subsets:
        inc[s] = energy[s] - sum(inc[r] for n in range(1, len(s))
                                 for r in combinations(s, n))
    return inc


def order_sums(inc):
    return np.array([sum(v for s, v in inc.items() if len(s) == n)
                     for n in range(1, nocc + 1)])


fock_loc, eri_loc = mo_integrals(coeff_loc)
fock_can, eri_can = mo_integrals(coeff_can)
assert np.abs(fock_loc[:nocc, nocc:]).max() < 1e-6

energy_loc, pairs, energy_can = {}, {}, {}
for s in subsets:
    energy_loc[s], pairs[s], tau_s = run_ccsd(coeff_loc, eri_loc, s)
    energy_can[s], pairs_can, tau_can = run_ccsd(coeff_can, eri_can, s)
tau_loc = tau_s                       # the last subset is the whole system
e_full = energy_can[everything]
e_pair = pairs[everything]
orbital_loc = e_pair.sum(axis=1)
orbital_can = pairs_can.sum(axis=1)

# ------------------------------------- invariance of the sum, not of its terms
tau_rotated = np.einsum("pi,qj,pqab->ijab", rotation, rotation, tau_can)
assert np.abs(tau_rotated - tau_loc).max() < 1e-6
assert abs(orbital_loc.sum() - e_full) < 1e-7
assert np.abs(np.sort(orbital_loc) - np.sort(orbital_can)).max() > 1e-5
assert abs(e_pair[0, 1]) > abs(e_pair[0, 2]) > abs(e_pair[0, 3])


# ------------------------------- exact diagonalization with frozen surroundings
def active_hamiltonian(active):
    act = list(active)
    idx = act + virtuals
    h = fock_loc[np.ix_(idx, idx)].copy()
    for k in act:
        h -= (2 * eri_loc[:, :, k, k] - eri_loc[:, k, k, :])[np.ix_(idx, idx)]
    g = eri_loc[np.ix_(idx, idx, idx, idx)]
    n = len(act)
    reference = 2 * np.trace(h[:n, :n]) + sum(
        2 * g[i, i, j, j] - g[i, j, j, i] for i in range(n) for j in range(n))
    return h, g, reference


# one correlated orbital: dense two-electron matrix in the product basis
h1, g1, ref1 = active_hamiltonian((0,))
m = len(h1)
one = np.eye(m)
h_two = (np.kron(h1, one) + np.kron(one, h1)
         + g1.transpose(0, 2, 1, 3).reshape(m * m, m * m))
e_two_electron = np.linalg.eigvalsh(h_two)[0] - ref1
assert abs(e_two_electron - energy_loc[(0,)]) < 1e-7

# two correlated orbitals: FCI eigenvalue against pair terms of its wavefunction
h2, g2, ref2 = active_hamiltonian((0, 1))
norb = len(h2)
fci_solver = fci.direct_spin1.FCI()
fci_solver.verbose = 0
fci_solver.conv_tol = 1e-13
fci_solver.max_cycle = 200
e_fci, ci = fci_solver.kernel(h2, g2, norb, (2, 2))
e_fci_corr = e_fci - ref2
ci = np.asarray(ci).reshape(cistring.num_strings(norb, 2), -1)
nvir = len(virtuals)
address = np.zeros((2, nvir), dtype=int)
for i in range(2):
    for a in range(nvir):
        string = (0b11 ^ (1 << i)) | (1 << (2 + a))
        address[i, a] = cistring.str2addr(norb, 2, string)
phase = np.array([-1.0, 1.0])         # electrons passed on moving i to a
tau_fci = np.zeros((2, 2, nvir, nvir))
for i in range(2):
    for j in range(2):
        block = ci[np.ix_(address[i], address[j])]
        tau_fci[i, j] = phase[i] * phase[j] * block / ci[0, 0]
fci_pairs = pair_matrix(tau_fci, eri_loc, (0, 1))
# the projected energy is linear in the residual of the iterative eigenvector
assert abs(fci_pairs.sum() - e_fci_corr) < 2e-6

# ------------------------------------------------------- method of increments
inc_loc = recursive_increments(energy_loc)
inc_can = recursive_increments(energy_can)
pair_inc = {}
for s in subsets:
    pair_inc[s] = sum((-1) ** (len(s) - n) * pairs[r]
                      for n in range(1, len(s) + 1) for r in combinations(s, n))
    assert abs(pair_inc[s].sum() - inc_loc[s]) < 1e-7
sums_loc, sums_can = order_sums(inc_loc), order_sums(inc_can)
assert abs(sums_loc.sum() - e_full) < 1e-7

two_body_pair = 2 * pairs[(0, 1)][0, 1]
two_body_diag = (pairs[(0, 1)][0, 0] - pairs[(0,)][0, 0]
                 + pairs[(0, 1)][1, 1] - pairs[(1,)][1, 1])
assert abs(two_body_pair + two_body_diag - inc_loc[(0, 1)]) < 1e-7

mp2_loc = order_sums(recursive_increments(
    {s: run_mp2(fock_loc, eri_loc, s) for s in subsets}))
mp2_can = order_sums(recursive_increments(
    {s: run_mp2(fock_can, eri_can, s) for s in subsets}))
assert abs(mp2_loc.sum() - mp2_can.sum()) < 1e-9
assert abs(mp2_can[2]) < 1e-9 and abs(mp2_loc[2]) > 1e-6
assert abs(sums_can[2]) > 1e-5

# ------------------------------------------------ amplitudes taken from clusters
clusters = [tuple(j for j in range(nocc) if abs(i - j) <= 1)
            for i in range(nocc)]
cim = np.array([pairs[clusters[i]][i].sum() for i in range(nocc)])
cim_missing = sum(e_pair[i, j] for i in range(nocc) for j in range(nocc)
                  if j not in clusters[i])
cim_relax = sum(e_pair[i, j] - pairs[clusters[i]][i, j]
                for i in range(nocc) for j in clusters[i])
left_out = sum(pair_inc[s][i].sum() for s in subsets for i in s
               if not set(s) <= set(clusters[i]))
assert abs(e_full - cim.sum() - left_out) < 1e-7
dec = sum(pairs[clusters[i]][i, i] for i in range(nocc))
for i, j in combinations(range(nocc), 2):
    union = tuple(sorted(set(clusters[i]) | set(clusters[j])))
    dec += 2 * pairs[union][i, j]

# ---------------------------------------------------------------------- output
def show(label, values, unit="mEh", scale=1e3, digits=4):
    numbers = " ".join(f"{scale * v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {numbers} {unit}")


def name(s):
    return "".join(str(k + 1) for k in s)


show("H-H bond, gap between molecules", [BOND, GAP], "bohr", 1, 1)
print(f"occupied, virtual orbitals: {nocc} {nmo - nocc}")
show("RHF energy", mf.e_tot, "Eh", 1, 6)
show("centroids of localized orbitals 1-4", centroids, "bohr", 1, 3)
show("CCSD correlation energy, canonical", e_full)
to_kj = constants.value("Hartree energy") * constants.N_A / 1000
show("the same, converted", e_full, "kJ/mol", to_kj, 3)
show("sum of localized E_i", orbital_loc.sum())
show("E_i localized, i=1-4", orbital_loc)
show("E_i canonical, i=1-4", orbital_can)
show("e_ii localized, i=1-4", np.diag(e_pair))
for i, j in combinations(range(nocc), 2):
    show(f"2 e_{name((i, j))} full system", 2 * e_pair[i, j])
show("fragments P=12, Q=34: E_P, E_Q, dE_PQ",
     [e_pair[:2, :2].sum(), e_pair[2:, 2:].sum(), 2 * e_pair[:2, 2:].sum()])
show("2 e_12 from subsets 12, 123, 1234",
     [2 * pairs[s][0, 1] for s in ((0, 1), (0, 1, 2), everything)])
for s in subsets:
    show(f"increment {name(s)}", inc_loc[s])
show("increment 12: part 2e_12, change of e_11+e_22",
     [two_body_pair, two_body_diag])
show("localized increments, sums of orders 1-4", sums_loc)
show("localized, error after orders 1-4", np.cumsum(sums_loc) - e_full)
show("canonical increments, sums of orders 1-4", sums_can)
show("canonical, error after orders 1-4", np.cumsum(sums_can) - e_full)
show("MP2 localized, sums of orders 1-4", mp2_loc)
show("MP2 canonical, sums of orders 1-4", mp2_can + 0.0)
show("cluster E_i (nearest neighbours), i=1-4", cim)
show("cluster total, error", [cim.sum(), cim.sum() - e_full])
show("full minus cluster: missing pairs, amplitude change",
     [cim_missing, cim_relax])
show("pair-fragment (union clusters) total, error", [dec, dec - e_full])
show("orbital 1 alone: diagonalization, CCSD",
     [e_two_electron, energy_loc[(0,)]])
show("orbitals 1,2: FCI eigenvalue, its pair sum, CCSD",
     [e_fci_corr, fci_pairs.sum(), energy_loc[(0, 1)]])
print("checks complete")
```

Printed output:

```
H-H bond, gap between molecules: 1.4 3.0 bohr
occupied, virtual orbitals: 4 12
RHF energy: -4.486952 Eh
centroids of localized orbitals 1-4: 0.702 5.100 9.500 13.898 bohr
CCSD correlation energy, canonical: -100.3161 mEh
the same, converted: -263.380 kJ/mol
sum of localized E_i: -100.3161 mEh
E_i localized, i=1-4: -24.9705 -25.1876 -25.1876 -24.9705 mEh
E_i canonical, i=1-4: -23.3872 -24.2801 -25.5872 -27.0616 mEh
e_ii localized, i=1-4: -24.3316 -23.9507 -23.9507 -24.3316 mEh
2 e_12 full system: -1.1853 mEh
2 e_13 full system: -0.0844 mEh
2 e_14 full system: -0.0081 mEh
2 e_23 full system: -1.2041 mEh
2 e_24 full system: -0.0844 mEh
2 e_34 full system: -1.1853 mEh
fragments P=12, Q=34: E_P, E_Q, dE_PQ: -49.4675 -49.4675 -1.3811 mEh
2 e_12 from subsets 12, 123, 1234: -1.1748 -1.1843 -1.1853 mEh
increment 1: -24.4186 mEh
increment 2: -24.1193 mEh
increment 3: -24.1193 mEh
increment 4: -24.4186 mEh
increment 12: -1.0215 mEh
increment 13: -0.0617 mEh
increment 14: -0.0051 mEh
increment 23: -1.0290 mEh
increment 24: -0.0617 mEh
increment 34: -1.0215 mEh
increment 123: -0.0177 mEh
increment 124: -0.0017 mEh
increment 134: -0.0017 mEh
increment 234: -0.0177 mEh
increment 1234: -0.0009 mEh
increment 12: part 2e_12, change of e_11+e_22: -1.1748 0.1532 mEh
localized increments, sums of orders 1-4: -97.0758 -3.2006 -0.0389 -0.0009 mEh
localized, error after orders 1-4: 3.2404 0.0397 0.0009 0.0000 mEh
canonical increments, sums of orders 1-4: -23.6312 -65.4176 -14.5883 3.3210 mEh
canonical, error after orders 1-4: 76.6849 11.2673 -3.3210 -0.0000 mEh
MP2 localized, sums of orders 1-4: -67.9281 -3.2613 -0.0309 -0.0003 mEh
MP2 canonical, sums of orders 1-4: -22.2303 -48.9903 -0.0000 0.0000 mEh
cluster E_i (nearest neighbours), i=1-4: -24.9291 -25.1491 -25.1491 -24.9291 mEh
cluster total, error: -100.1565 0.1597 mEh
full minus cluster: missing pairs, amplitude change: -0.1770 0.0173 mEh
pair-fragment (union clusters) total, error: -100.3528 -0.0367 mEh
orbital 1 alone: diagonalization, CCSD: -24.4186 -24.4186 mEh
orbitals 1,2: FCI eigenvalue, its pair sum, CCSD: -49.6203 -49.6203 -49.5594 mEh
checks complete
```
